# Why does a longer edge leave its raw roughness spectrum ragged?

**Question**

I extract the roughness spectrum of resist line edges from electron-microscope images. For each edge I take the discrete Fourier transform of the edge deviation, square its magnitude and normalise. With edges 512 nm long the spectrum was very ragged, so I moved to edges 8192 nm long at the same pixel spacing. Sixteen times more data should cut the relative scatter at a given frequency by a factor of four, yet the curve looks as ragged as before. Is something wrong with my measurement, and what would reduce the scatter?

**Answer**

Nothing need be wrong. The factor of four applies to quantities that average over the whole edge, such as the roughness variance. A single spectral ordinate is not such an average.

**Conventions.** Let \(x_n\), \(n=0,\dots,N-1\), be the edge deviation at spacing \(d\), so that \(L=Nd\). I assume a stationary Gaussian process with zero mean, autocovariance \(R_l=E[x_{n+l}x_n]\) and finite \(\sum_l |l||R_l|\). This excludes strictly periodic components, which I treat below. Define

\[
X_j=\sum_{n=0}^{N-1}x_n e^{-i\theta_j n},\qquad \theta_j=\frac{2\pi j}{N},\qquad P_j=\frac dN|X_j|^2 .
\]

\(P_j\) is the raw periodogram at frequency \(f=j/L\). It estimates the two-sided density \(S(f)=d\sum_l R_l e^{-i\theta l}\), with \(\theta=2\pi fd\), in nm³. I consider interior ordinates, \(0<j<N/2\). Subtracting the mean of the edge does not change them, because a constant has no Fourier component there.

**The scatter of one ordinate.** For zero-mean, jointly Gaussian variables,

\[
E[ABCD]=E[AB]E[CD]+E[AC]E[BD]+E[AD]E[BC].
\]

Both sides are linear in each factor, so the rule also holds for complex linear combinations. Insert \(A=X_j\), \(B=X_j^*\), \(C=X_k\), \(D=X_k^*\). The first product is \(E|X_j|^2\,E|X_k|^2\), which the covariance subtracts. What remains is

\[
\mathrm{Cov}(P_j,P_k)=\frac{d^2}{N^2}\Big(|E[X_jX_k^*]|^2+|E[X_jX_k]|^2\Big).
\]

For \(k=j\) the first term is \((E P_j)^2\). Hence

\[
\frac{\mathrm{Var}\,P_j}{(E P_j)^2}=1+|\rho_j|^2,\qquad \rho_j=\frac{E[X_j^2]}{E|X_j|^2}.
\]

No approximation in \(N\) has been made. For a Gaussian edge the relative standard deviation is at least 100 percent at every length. Linear detrending or windowing only replaces \(X_j\) by another linear combination of the \(x_n\), so the same lower limit holds. It need not hold if you divide each spectrum by the variance of its own edge, because that divisor is itself random. Once the edge is long enough for its variance to scatter little, the difference is small.

**What length does change.** Write the correction as a sum over lags:

\[
E[X_j^2]=\sum_{n,m}R_{n-m}e^{-i\theta_j(n+m)} .
\]

For a fixed lag \(n-m=l\ge0\), the index \(m\) runs from 0 to \(N-1-l\), with phases \(e^{-i\theta_j(2m+l)}\). If \(m\) ran over all \(N\) values the sum would vanish, since \(e^{-2i\theta_jN}=1\) while \(e^{-2i\theta_j}\neq1\). The actual sum is therefore minus the \(l\) missing terms, and its magnitude is at most \(l\). Negative lags contribute equally, so

\[
\frac dN|E[X_j^2]|\le \frac{2d}{N}\sum_{l\ge1}l|R_l| .
\]

The same argument, with phases \(e^{-i(\theta_j\pm\theta_k)m}\), gives this bound for both cross terms between different interior ordinates. The mean is

\[
E P_j=d\sum_{|l|<N}\Big(1-\frac{|l|}{N}\Big)R_le^{-i\theta_jl}.
\]

It differs from \(S\) by terms with weight at most \(|l|/N\), so the leakage bias obeys the bound too. At fixed \(d\) and fixed frequency with \(S>0\), all these corrections fall at least as fast as \(1/L\). The relative scatter thus tends to 100 percent, not to zero.

One can picture \(X_j\) as the end point of a random walk in the complex plane. A longer walk has a larger mean squared distance, but the fluctuation of the squared distance grows in proportion. The extra data appear as extra ordinates: their spacing \(1/L\) shrinks, while each still rests on two real numbers, the real and imaginary parts of \(X_j\).

When \(\rho_j\to0\), these two parts have equal variance and are uncorrelated, hence independent because they are Gaussian. The sum of their squares is exponentially distributed:

\[
\mathrm{Prob}(P_j>p)=e^{-p/E P_j}.
\]

The central 90 percent range runs from \(-\ln0.95=0.051\) to \(-\ln0.05=2.996\) times the mean.

**A worked case.** Take \(R_l=\sigma^2a^{|l|}\) with \(a=e^{-d/\xi}\). With \(z=ae^{-i\theta}\),

\[
S=d\sigma^2\,\mathrm{Re}\frac{1+z}{1-z}=\frac{d\sigma^2(1-a^2)}{1-2a\cos\theta+a^2}.
\]

For \(\rho\), the geometric sum over \(m\) at lag \(l\) equals \(-e^{i\theta}\sin(\theta l)/\sin\theta\). Using \(e^{i\theta N}=1\),

\[
\sum_{l=1}^{N-1}a^l\sin\theta l=\frac{a(1-a^N)\sin\theta}{1-2a\cos\theta+a^2}.
\]

Multiply by \(2d\sigma^2/(N\sin\theta)\), counting both signs of the lag, and divide by \(E P\approx S\). For \(L\gg\xi\gg d\),

\[
|\rho|\approx\frac{2a}{N(1-a^2)}=\frac{1}{N\sinh(d/\xi)}\approx\frac{\xi}{L}.
\]

I choose \(\sigma=0.8\) nm, \(\xi=15\) nm and \(d=1\) nm, and look at the 64 nm period, where \(S=6.07\) nm³. This period falls on an ordinate at all three lengths below. For \(L=512\) nm, \(\xi/L=0.029\), so the predicted scatter is \(\sqrt{1+0.029^2}\), or 100.04 percent. The table gives simulated relative standard deviations from 4000 edges per length. The band has fixed width \(B=1/128\) nm⁻¹.

| \(L\) (nm) | Raw ordinate | Band average | Variance \(\sigma^2\) |
|---|---|---|---|
| 512 | 99.1 % | 51.0 % | 24.5 % |
| 2048 | 101.1 % | 25.5 % | 12.0 % |
| 8192 | 101.3 % | 12.6 % | 6.0 % |

The slight rise in the raw column is within sampling error. For \(M\) exponential values, the relative errors of the standard deviation and of the mean have variances \(2/M\) and \(1/M\) and covariance \(1/M\). Their ratio therefore has relative error \(\sqrt{(2+1-2)/M}=1/\sqrt M\), here 1.6 percent.

Single edges show what this means in practice. Three edges of 512 nm gave 20.62, 0.01 and 1.76 nm³ at this frequency; three of 8192 nm gave 1.27, 10.15 and 3.26 nm³.

**Why the variance behaves as you expected.** For deviations from a known mean, let \(s^2=N^{-1}\sum_nx_n^2\). The Gaussian rule gives \(\mathrm{Cov}(x_n^2,x_m^2)=2R_{n-m}^2\), so for \(L\gg\xi\)

\[
\frac{\mathrm{Var}\,s^2}{\sigma^4}\approx\frac2N\sum_l a^{2|l|}=\frac2N\,\frac{1+a^2}{1-a^2}=\frac2N\coth\frac d\xi\approx\frac{2\xi}{L}.
\]

At 8192 nm this gives \(\sqrt{30/8192}=6.1\) percent. Parseval's relation, \(s^2=L^{-1}\sum_jP_j\) over all \(N\) ordinates, shows why: the variance already sums over frequency. The fall with \(1/\sqrt L\) is real, but it belongs to that sum.

**What reduces the spectral scatter.** Three simple ways to average are the following; others, such as averaging over several orthogonal tapers, also exist.

1. *Several edges.* The mean spectrum of \(M\) independent, statistically equal edges has relative scatter \(1/\sqrt M\), apart from the small \(\rho\) correction. Sixteen edges of 2048 nm gave 25.05 percent in simulation. Reaching 10 percent takes about 100 edges.

2. *Neighbouring frequencies.* Without a window, normalised covariances between different ordinates are of order \(1/L^2\); for adjacent ones near the 64 nm period I find \(9.8\times10^{-4}\) at 512 nm and \(6.1\times10^{-5}\) at 2048 nm. Neglecting them, the mean of \(m\) ordinates has relative scatter
\[
\frac{\sqrt{\sum_jS_j^2}}{\sum_jS_j}\approx\frac1{\sqrt m}=\frac1{\sqrt{BL}},
\]
where the approximation takes \(S\) as nearly flat across the band. Here a longer edge does help, because \(m=BL\) grows from 4 to 16 to 64. A window mixes neighbouring Fourier sums, so their covariances no longer fall with length. For a Hann window the adjacent one stays at 0.44, and the band scatter becomes 66, 35 and 18 percent, up to about 1.4 times the unwindowed values. The price is frequency resolution: at 8192 nm the band mean lies 3.0 percent above \(S\) at the 64 nm period, mostly because the spectrum is curved. About 0.5 percent of this arises because the band, with an even number of ordinates, is centred half a spacing below that frequency.

3. *Segments.* Cutting each 8192 nm edge into 16 pieces of 512 nm and averaging their periodograms gave 24.9 percent. The frequency spacing returns to \(1/512\) nm⁻¹.

Combining the first two ways gives \(1/\sqrt{MBL}\). At fixed bandwidth the total measured length \(ML\) then sets the scatter, provided each edge is much longer than \(\xi\), no window is applied, and the band holds enough ordinates for their whole number \(m\) to be close to \(BL\).

**Where the 100 percent rule fails.** Suppose the edge also carries a fixed sinusoid of amplitude \(A\) at an ordinate frequency, for example from a periodic mask error. Then \(X=\mu+Z\), where \(Z\) is the random part and \(|\mu|=NA/2\), so the sinusoid adds \((d/N)|\mu|^2=A^2L/4\) to the mean of \(P\). Let \(s=A^2L/(4S)\). In

\[
|X|^2=|\mu|^2+2\,\mathrm{Re}(\mu^*Z)+|Z|^2
\]

the last two terms are uncorrelated, since odd Gaussian moments vanish. For small \(\rho\), in units of \(S^2\), their variances are \(2s\) and 1. The relative scatter is therefore

\[
\frac{\sqrt{1+2s}}{1+s},
\]

which does fall with length. For \(A=0.3\) nm it is 76, 47 and 25 percent at the three lengths. A peak whose mean height above the smooth background keeps growing with \(L\) is a sign of such a line. The growth is proportional to \(L\) when the line sits on an ordinate. Between ordinates the highest one holds only part of \(A^2L/4\), down to about \(4/\pi^2\approx0.41\) of it; for a 60 nm period the fractions are 0.46, 0.94 and 0.46 at the three lengths, so the growth is uneven.

Non-Gaussian edges can also fall below 100 percent. For independent samples with excess kurtosis \(\kappa\), the terms with four equal indices add \(\kappa/N\) to the relative variance. Eight random signs have \(\kappa=-2\), and listing all 256 patterns gives \(1-2/8=0.750\) at the lowest nonzero frequency. For independent samples with finite \(\kappa\) this correction vanishes as the record grows. A roughness amplitude that varies from edge to edge is a different case: it raises the scatter across edges, and a longer record does not remove that excess.

**Your microscope images.** The values of \(\sigma\), \(\xi\) and \(d\) above are round numbers of the rough size met for extreme-ultraviolet resist lines; 8192 nm is long for a single high-magnification image. The model so far also assumes a noise-free edge. White edge-detection noise of 0.5 nm rms adds a floor \(S_n=(0.5)^2\times1=0.25\) nm³. Subtracting a known floor restores the mean \(S\) but leaves the standard deviation at \(S+S_n\), so the relative scatter becomes \(1+S_n/S\). That is 104 percent at the 64 nm period, but 273 percent at 8 nm, where \(S=0.145\) nm³. A Gaussian beam blur of 1 nm rms, acting before the edge is sampled, roughly halves \(S\) at 8 nm; the scatter relative to the blurred density is then about 437 percent. The output lists 420 percent because it applies the blur factor to the already sampled spectrum, which keeps too much aliased power. The two edges of a line may also be partly coherent. With coherence \(c=|E[XX'^*]|/E|X|^2\), their mean periodogram has relative variance \((1+1+2c^2)/4=(1+c^2)/2\). For \(c=0.3\) the scatter is 74 percent instead of the 71 percent for independent edges.

So keep the long edges if you need low frequencies or fine resolution. Average neighbouring ordinates where you can give up resolution, and average over more edges where you cannot. The numerical output below lists the remaining values.

## Numbers as computed

```
inputs: sigma 0.8 nm, xi 15.0 nm, spacing 1.0 nm
ordinate period 64 nm, band width 0.007812 1/nm
simulated edges per length: 4000
S at 64 nm period: 6.067 nm^3
S at 8 nm period: 0.1447 nm^3
L = 512 nm: spacing of ordinates 0.001953 1/nm, |rho| 0.02896
  P of three single edges (nm^3): 20.62 0.01 1.76
  raw scatter: theory 100.042 %, simulated 99.1 %
  mean of 4 ordinates: theory 50.9 %, sim 51.0 %
  scatter of sigma^2: theory 24.2 %, sim 24.5 %
  with tone: theory 75.6 %, simulated 76.4 %
  leakage bias of mean P: 1.083 %
L = 2048 nm: spacing of ordinates 0.000488 1/nm, |rho| 0.00730
  P of three single edges (nm^3): 3.96 4.56 1.50
  raw scatter: theory 100.003 %, simulated 101.1 %
  mean of 16 ordinates: theory 25.5 %, sim 25.5 %
  scatter of sigma^2: theory 12.1 %, sim 12.0 %
  with tone: theory 46.8 %, simulated 46.8 %
  leakage bias of mean P: 0.271 %
L = 8192 nm: spacing of ordinates 0.000122 1/nm, |rho| 0.00183
  P of three single edges (nm^3): 1.27 10.15 3.26
  raw scatter: theory 100.000 %, simulated 101.3 %
  mean of 64 ordinates: theory 12.7 %, sim 12.6 %
  scatter of sigma^2: theory 6.1 %, sim 6.0 %
  with tone: theory 25.0 %, simulated 24.9 %
  leakage bias of mean P: 0.068 %
tone amplitude: 0.3 nm
smoothing bias of band, L = 8192 nm: 3.0 %
single-ordinate 90 % range of P/mean: 0.051 to 2.996
simulated fraction in that range: 90.0 %
16 edges averaged, simulated scatter: 25.05 %
90 % range after 16 edges: 0.627 to 1.444
16 segments of 8192 nm edge, scatter: 24.9 %
detrended, Hann window, L = 2048 nm: 100.01 %
neighbour correlation, L = 512 nm: 9.81e-04
neighbour correlation, L = 2048 nm: 6.11e-05
16 nm edge, relative variance: theory 1.151, sim 1.154
image noise 0.5 nm rms, floor 0.250 nm^3
period 64 nm: aliasing raises S by 0.12 %
  scatter after floor subtraction: 104 %
  blur 1.0 nm rms keeps 99.0 % of S; scatter then 104 %
period 8 nm: aliasing raises S by 5.34 %
  scatter after floor subtraction: 273 %
  blur 1.0 nm rms keeps 54.0 % of S; scatter then 420 %
edge pair, coherence 0.3: relative variance 0.546
8-point sign patterns: relative variance 0.750
skewed process: theory 1.048, simulated 1.048
edge excess kurtosis 0.5, L = 2048 nm: scatter shifts 0.18 %
```
